Does quantum confinement raise the resistivity of 10 nm copper films?

**Question**

A 10 nm copper film has a clearly higher resistivity than bulk copper. I have seen this put down to quantum confinement: the film is thin, the motion across it is quantized, and the density of states changes. But if I divide the thickness by half a Fermi wavelength, I find about 43 occupied subbands, which looks nearly bulk-like to me. Is that count enough to dismiss confinement? And how does its effect compare, in numbers, with that of electrons scattering from the surfaces?

**Answer**

The count is a good start, but it does not finish the argument. Resistivity is not proportional to the density of states or to its inverse, and "small" needs something to be compared with. Both effects can be calculated in one model, first with perfectly smooth walls, so that confinement acts alone, and then with rough ones.

**The model**

Take free electrons of mass m and density n between hard walls at z = 0 and z = d. The bulk Fermi wavenumber is kF = (3π²n)^(1/3), and vF = ħkF/m. Scattering inside the metal is elastic and short-ranged, with bulk relaxation time τ and mean free path λ = vF τ. At room temperature this stands in for phonon scattering, which is an approximation. Current flows in the plane of the film. Grain boundaries, liner layers, copper's real Fermi surface and the spill-out of electrons beyond the walls are left out.

I use round values suited to copper near room temperature: n = 85 nm⁻³, λ = 40 nm and d = 10 nm. Then kF = 13.60 nm⁻¹, and your count is

ν0 = kF d/π = 13.60 × 10/π = 43.3.

With τ = 25.4 fs, the bulk resistivity m/(ne²τ) is 1.64 μΩ cm.

**Filling the subbands**

The transverse states are φ_j(z) = √(2/d) sin(jπz/d), with k_j = jπ/d and j = 1, 2, … Let K be the Fermi wavenumber in the film. Subband j is filled over a disc of in-plane wavevectors with squared radius K² − k_j². Counting two spins, it holds

2 · π(K² − k_j²)/(2π)² = (K² − k_j²)/(2π)

electrons per unit area. The film is neutral, so these must add up to nd. With ν = Kd/π and n = kF³/(3π²), this condition reads

(π/2d²) Σ (ν² − j²) = kF³ d/(3π²) = πν0³/(3d²),

Σ (ν² − j²) = (2/3) ν0³, j = 1 … N,

where N is the integer part of ν. The sum is

Nν² − N³/3 − N²/2 − N/6.

Write N = ν − s with 0 ≤ s < 1. To order ν², the first term is ν³ − sν², the second is −ν³/3 + sν², and the third is −ν²/2. The terms in s cancel, leaving

(2/3)ν³ − ν²/2 ≈ (2/3)ν0³, so ν ≈ ν0 + 1/4.

The hard walls exclude k_z = 0, and the Fermi level rises slightly to house the same electrons. Here ν = 43.55 and N = 43.

Each subband has density of states m/(πħ²) per unit area. Dividing by d and comparing with the bulk value mkF/(π²ħ²) gives

g_film/g_bulk = Nπ/(kF d) = N/ν0 = 0.993.

The density of states is 0.7% below the bulk value. What this does to the resistivity is a separate question.

**Smooth walls: confinement alone**

Suppose all subbands share a relaxation time τ_f, as will be shown below. The average of v_x² over the Fermi circle of subband j is v_j²/2, where v_j² = ħ²(K² − k_j²)/m². The conductivity is then

σ = (e²τ_f/d) Σ [m/(πħ²)] v_j²/2
 = (e²τ_f/md) Σ (K² − k_j²)/(2π)
 = ne²τ_f/m.

The last step uses the electron count above. The density of states has cancelled against the velocities, so at fixed electron density confinement can act here only through τ_f.

To find τ_f, let the scatterers be potentials U δ(r − R), placed at random with density n_s. For a film of area A, the squared matrix element between subbands i and j, summed over scatterers, averages to n_s U² I_ij/A, where

I_ij = ∫ φ_i² φ_j² dz.

Since φ_j² = (1/d)[1 − cos(2jπz/d)], the product of the two ones integrates to 1/d. The single cosines integrate to zero, and the product of cosines gives 1/(2d) if i = j and zero otherwise. Hence

I_ij = (1 + δ_ij/2)/d.

Scattering preserves spin, so each final subband offers Am/(2πħ²) states per unit energy. Fermi's golden rule gives

1/τ_f = (2π/ħ) n_s U² [m/(2πħ²)] Σ_j I_ij
 = (2π/ħ) n_s U² [m/(2πħ²)] (N + 1/2)/d.

This is the same for every i, as assumed. In the bulk, the density of states per spin is mkF/(2π²ħ²), so

1/τ = (2π/ħ) n_s U² mkF/(2π²ħ²).

No correction is needed for electrons scattered back into a state. The scattering rate does not depend on in-plane direction, while the field-induced change in occupation varies as the cosine of the in-plane angle and averages to zero. Dividing the two rates gives

ρ_film/ρ_bulk = τ/τ_f = (N + 1/2)/ν0.

For 10 nm this is 43.5/43.3 = 1.005, a rise of 0.5%.

The sign deserves attention. Fewer final states mean less scattering, so the reduced density of states by itself would lower the resistivity by 0.7%. The term 1/2 comes from the larger overlap of a standing wave with itself, and adds 1/(2ν0) = 1.2%. The net result is the small rise.

**How large can this effect become?**

A new subband M opens when ν = M, which means ν0 ≈ M − 1/4. Just before it opens, N = M − 1, and just after, N = M:

before: (M − 1/2)/(M − 1/4) ≈ 1 − 1/(4ν0),
after: (M + 1/2)/(M − 1/4) ≈ 1 + 3/(4ν0).

The resistivity jumps up at each opening, because every electron suddenly has an additional subband to scatter into. It then falls as the film thickens at fixed N. The quantity N + 1/2 − ν0 falls linearly from 3/4 to −1/4, so the mean relative change is about +1/(4ν0). The sign and size of this mean belong to hard walls placed exactly at the edges of the positive charge. Spill-out, left out here, shifts it by an amount of the same order and can nearly cancel it. The sign and size also belong to point scatterers. If the squared matrix element falls with momentum transfer Q as exp(−Q²a²), with kF a = 1, the change at 10 nm becomes −0.9%, the mean −0.6%, and the range about −2.5% to +1.2%. For real phonon scattering, only the order of magnitude, a few percent at most, should be carried over.

The pattern repeats each time d grows by π/kF = 0.23 nm. A scan from 9.54 to 10.46 nm, covering four periods, gives changes between −0.58% and +1.80%, with a mean of +0.59%. At 10 nm itself, the upper limit 3/(4ν0) is 1.73%. The scan slightly exceeds this because it includes thinner films, where ν0 is smaller.

**Rough walls**

Now let an electron striking a wall be reflected specularly with probability p. Otherwise it leaves in a random direction and carries no average in-plane drift. Since the Fermi wavelength, λ_F = 2π/kF = 0.46 nm, is much shorter than both d and λ, I treat the motion between walls semiclassically.

For a field E along x and electron charge −e, the linearized Boltzmann equation is

v_z ∂δf/∂z = eE v_x f0′ − δf/τ,

where f0′ is the energy derivative of the Fermi function. Write δf = eEτ v_x f0′ g, so that g = 1 is the bulk solution. For electrons moving towards positive z, with u = |k_z|/kF and hence v_zτ = uλ,

uλ dg/dz = 1 − g, so g(z) = 1 − C e^(−z/uλ).

By mirror symmetry, an electron arriving at z = 0 has the same g as one moving the other way and arriving at z = d. The wall condition is therefore g(0) = p g(d). With x = d/(uλ),

1 − C = p(1 − C e^(−x)), so C = (1 − p)/(1 − p e^(−x)).

Averaging g over the thickness gives

F(u) = 1 − (1 − p)(1 − e^(−x)) / [x(1 − p e^(−x))].

The contribution of each direction to the current is weighted by v_x², which after averaging over azimuth is proportional to 1 − u². Since ∫₀¹(1 − u²)du = 2/3, the normalized conductivity ratio is

Φ = σ_film/σ_bulk = (3/2) ∫₀¹ (1 − u²) F(u) du.

This is the Fuchs–Sondheimer result. A finite-difference solution of the Boltzmann equation agrees with it. At d = 10 nm, λ/d = 4, and:

- p = 0: Φ = 0.367, so ρ/ρ_bulk = 2.72 and ρ = 4.48 μΩ cm.
- p = 0.5: Φ = 0.568, so ρ/ρ_bulk = 1.76 and ρ = 2.89 μΩ cm.

The rise is 172% for fully diffuse walls and 76% for half-specular ones, against at most about 2% for confinement with smooth walls.

**When would the comparison fail?**

It fails if the walls are nearly perfect mirrors. Let q = 1 − p be small. Then 1 − p e^(−x) ≈ 1 − e^(−x), the exponential factors cancel, and

F ≈ 1 − q/x = 1 − quλ/d.

Counting wall collisions subband by subband gives the same result. A state with transverse speed v_z meets a wall once every d/v_z, and loses its drift with probability q each time. Its relaxation rate becomes 1/τ + qv_z/d, which reduces its contribution by the factor 1/(1 + quλ/d) ≈ 1 − quλ/d. In this picture, with the same q for every subband, surface scattering is an extra decay rate for each subband, largest for the highest ones.

Because (3/2)∫₀¹(1 − u²)u du = 3/8, the relative rise in resistivity is

Δρ/ρ_bulk ≈ (3/8) qλ/d, for qλ/d ≪ 1.

Set this equal to the largest confinement rise:

(3/8) qλ/d = 3/(4ν0) = 3π/(4kF d), so q = 2π/(kF λ) = λ_F/λ.

The thickness drops out at this order. Here λ_F/λ = 0.46/40 = 1.15%, and solving with the full Φ gives 1.16%. Surface scattering therefore exceeds the largest smooth-wall confinement effect once somewhat more than 1% of wall collisions are diffuse. The 43 subbands make confinement small compared with ρ_bulk. Its smallness compared with the surface effect does not come from that count, since both scale as 1/d. It comes from q being much larger than λ_F/λ.

**Both effects together**

One might expect the two effects simply to multiply. They do not quite, because confinement also selects the angles at which electrons travel. As a semiclassical estimate, evaluate F at the discrete values u_j = j/ν:

Φ_disc = Σ (ν² − j²) F(j/ν) / Σ (ν² − j²).

The film's mean free path (ħK/m)τ_f = λν/(N + 1/2) differs from λ by only about 0.1%.

To see what discreteness does, let h(u) = (1 − u²)F(u). The trapezoidal rule would approximate ν∫₀¹h du by the sum over j plus half the value at j = 0. But no subband has j = 0, so

Σ h(j/ν) ≈ ν∫₀¹ h du − h(0)/2.

At the upper end h vanishes, so no term of this order arises there. At u = 0, x is infinite and F = 1, hence h(0) = 1. The numerator is thus ν³[(2/3)Φ − 1/(2ν)]. The denominator is the same with Φ = 1, and

Φ_disc ≈ (Φ − a)/(1 − a), a = 3/(4ν) = 0.017.

With Φ = 0.367 this gives 0.350/0.983 = 0.356, and the direct sum also gives 0.356. The total is

ρ/ρ_bulk = 1.005/0.356 = 2.82,

compared with 2.72 from surfaces alone. Confinement now adds 3.6% to the film's resistivity, more than the 0.5% it adds with smooth walls. The missing states near k_z = 0 are the reason: they travel almost parallel to the walls, seldom hit them, and would have carried more than their share of the current. Even so, the addition is 0.10 in units of ρ_bulk, while the surface rise is 1.72.

This estimate has a limit. Subbands near the Fermi level are 327 meV apart. The thermal energy at 300 K is 26 meV, which is smaller, so at this thickness temperature rounds the steps but does not erase them. But an electron moving straight across reaches a wall after a time d/vF, and if the walls are diffuse this sets an energy width of order ħvF/d = 104 meV. The spacing is about πħvF/d, so the ratio of the two stays near π whatever the thickness. With diffuse walls the upper subbands are therefore appreciably broadened, and the sharp steps found for smooth walls should not be carried over unchanged.

**Thinner and thicker films**

For fully diffuse walls, with the confinement factor calculated separately for smooth ones:

- 5 nm: N = 21, confinement 0.993, surfaces 4.13.
- 10 nm: N = 43, confinement 1.005, surfaces 2.72.
- 20 nm: N = 86, confinement 0.999, surfaces 1.92.
- 40 nm: N = 173, confinement 1.002, surfaces 1.46.

Each factor is ρ/ρ_bulk. The confinement factors assume a sharp Fermi edge, as at zero temperature, and sharp subbands, although bulk scattering at room temperature gives them a width of order ħ/τ = 26 meV. On these assumptions, confinement slightly lowers the resistivity at 5 and 20 nm, as the sawtooth allows. The subband spacing falls as 1/d, to about 80 meV at 40 nm, so at room temperature thermal smearing removes most of the sawtooth in the two thicker films and leaves a change close to the mean, +1/(4ν0). While the steps are sharp, smooth-wall confinement therefore does not raise the resistivity monotonically as the film thins. What grows steadily, as 1/d, is the mean change and the height of the sawtooth.

The semiclassical angular integral itself becomes doubtful in very thin films. Electrons that move less than one film thickness across the film in a mean free path have x > 1, or u < d/λ. This range holds about ν0 d/λ = 2d²/(λ_F λ) subbands: roughly 11 at 10 nm, but just one when

d ≈ √(λ_F λ/2) = √(0.46 × 40/2) ≈ 3 nm.

Near that thickness, replacing the subbands by a continuum of angles is no longer justified for these electrons, which carry much more than their share of the current. A large value of ν0 alone does not guarantee safety, because a longer mean free path moves this limit to thicker films.

**Telling the two apart**

Thickness dependence alone is a poor guide, since the envelope of the confinement effect and the weak surface effect both scale as 1/d. Their dependence on the mean free path differs. Confinement with smooth walls multiplies ρ_bulk by a factor that does not contain λ, so, apart from the sharpening of the steps, its contribution shrinks in proportion to ρ_bulk when the metal is cooled. For weak surface scattering, ρ_bulk λ = ħkF/(ne²) gives

Δρ ≈ (3/8) q ħkF/(ne²d),

which does not contain λ. If q is unchanged by cooling, this part remains while the bulk part falls, as long as qλ/d stays small. It is not small for the diffuse and half-specular 10 nm films above, where qλ/d is 4 and 2, so their surface part also changes on cooling. With diffuse walls the confinement addition does not shrink either. In the discrete-angle estimate at 10 nm and p = 0 it grows from 3.6% of the film's resistivity at λ = 40 nm to about 7% at λ = 100 nm, so this test separates the two effects only for nearly specular walls.

So for a 10 nm copper film at room temperature, confinement is a correction of at most a few percent in this model, while walls that scatter half or all of the arriving electrons diffusely raise the resistivity by 76% or 172%. That does not assign the whole of a measured rise to surfaces: grain boundaries, left out here, also scatter electrons and must be separated by other means. The main values used above are listed in the numerical output below.

Values computed for the example and the checks

```
electron density: 85.0 nm^-3
bulk mean free path: 40.0 nm
film thickness: 10.0 nm
bulk Fermi wavenumber: 13.602 nm^-1
Fermi wavelength: 0.4619 nm
thickness period of subbands: 0.2310 nm
nu0 = kF d/pi: 43.298
nu in film at fixed density: 43.548
occupied subbands N: 43
density of states, film/bulk: 0.9931
bulk relaxation time: 25.40 fs
bulk resistivity: 1.644 microohm cm
confinement only, rho/rho_bulk: 1.0047
confinement only, rho: 1.651 microohm cm
thickness scan from: 9.54 nm
thickness scan to: 10.46 nm
lowest confinement change in scan: -0.58 %
highest confinement change in scan: 1.80 %
mean confinement change in scan: 0.59 %
mfp/d: 4.00
Phi, p=0, formula: 0.3671
Phi, p=0, Boltzmann grid: 0.3671
Phi, p=0.5, formula: 0.5680
Phi, p=0.5, Boltzmann grid: 0.5680
surface only, p=0, rho/rho_bulk: 2.724
surface only, p=0.5, rho/rho_bulk: 1.761
surface only, p=0, rho: 4.477 microohm cm
surface only, p=0.5, rho: 2.894 microohm cm
Phi, p=0, discrete subbands: 0.3560
Phi, p=0, endpoint estimate: 0.3558
both effects, p=0, rho/rho_bulk: 2.822
extra rho from confinement at p=0: 3.59 %
largest confinement rise 3/(4 nu0): 1.73 %
threshold diffuse fraction, solved: 1.16 %
threshold estimate lambda_F/mfp: 1.15 %
subband spacing at Fermi level: 327 meV
thermal energy at 300 K: 25.9 meV
wall-collision width hbar vF/d: 104 meV
d (nm), N, confinement rho ratio, surface rho ratio (p=0):
5, 21, 0.9931, 4.134
10, 43, 1.0047, 2.724
20, 86, 0.9989, 1.916
40, 173, 1.0018, 1.462
```
